\section*{Wavevector folding and image weights in Wannier interpolation of electron-phonon elements, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Definitions and conventions}

Hartree atomic units are used. The crystal is written in two dimensions, with lattice vectors $\mathbf R=R_1\mathbf a_1+R_2\mathbf a_2$, cell area $A$, and reciprocal vectors $\mathbf G=G_1\mathbf b_1+G_2\mathbf b_2$, $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$; three dimensions need only a third index. Bloch states of a mean-field Hamiltonian $H=-\tfrac12\nabla^2+V$ with local $V$ are normalised in one cell,
\begin{equation}
\psi_{n\mathbf k}(\mathbf r)=A^{-1/2}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},
\qquad \tfrac12|\mathbf k+\mathbf G|^2<E_{\rm cut}.
\label{eq:bloch}
\end{equation}
The coarse grid is $\mathbf k=(i_1\mathbf b_1+i_2\mathbf b_2)/N$, $i_j=0,\dots,N-1$, and it serves for both $\mathbf k$ and the phonon wavevector $\mathbf q$. Supercell vectors $\mathbf T=N(t_1\mathbf a_1+t_2\mathbf a_2)$ obey $e^{i\mathbf k\cdot\mathbf T}=1$ on the grid. Two lattice vectors that differ by some $\mathbf T$ belong to one class and are called images of each other; there are $N^2$ classes.

Atom $\kappa$ of cell $\mathbf R$ sits at $\mathbf R+\boldsymbol\tau_\kappa$. The perturbation and the electron-phonon element are
\begin{equation}
\partial_{\mathbf q\kappa\alpha}V=\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\frac{\partial V}{\partial\tau_{\kappa\mathbf R\alpha}},
\qquad
g_{mn\kappa\alpha}(\mathbf k,\mathbf q)=\int_{\rm cell}\psi^*_{m,\mathbf k+\mathbf q}\,\partial_{\mathbf q\kappa\alpha}V\,\psi_{n\mathbf k}\,d^2r .
\label{eq:gdef}
\end{equation}
For a band group isolated from all others, a unitary $U_{\mathbf k}$ defines the Wannier gauge and the Wannier functions,
\begin{equation}
\psi^W_{n\mathbf k}=\sum_m\psi_{m\mathbf k}(U_{\mathbf k})_{mn},\qquad
w_{n\mathbf R}=\frac1{N^2}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}\psi^W_{n\mathbf k},\qquad
\psi^W_{n\mathbf k}=\sum_{\mathbf R\in\text{classes}}e^{i\mathbf k\cdot\mathbf R}w_{n\mathbf R}.
\label{eq:wan}
\end{equation}
The $w_{n\mathbf R}$ are periodic over the supercell, normalised in it, and centred at $\mathbf R+\boldsymbol\tau_n$.

\section{A chain, by hand}

\subsection{Folding}

Take a chain of period $a$, $b=2\pi/a$, and $N=2$, so the grid is $\{0,b/2\}$. For $k=q=b/2$ the final wavevector is $k+q=b$, which is not stored; $k+q=k'+G_0$ with $k'=0$ and $G_0=b$. Let the stored state at $k'=0$ have three plane waves of momenta $-b,0,b$ with coefficients $c_{-1},c_0,c_1$, and the state at $k=b/2$ two, of momenta $-b/2$ (label $G=-b$) and $+b/2$ (label $G=0$), with coefficients $d_{-1},d_0$. The perturbation contains momenta $Q=q+G=\pm b/2,\pm3b/2,\dots$ with amplitudes $W(Q)$. The cell integral keeps the terms in which $Q$ is the final momentum minus the initial one:
\begin{align}
g={}&c_{-1}^*\,[W(-\tfrac b2)d_{-1}+W(-\tfrac{3b}2)d_0]
+c_0^*\,[W(\tfrac b2)d_{-1}+W(-\tfrac b2)d_0]\nonumber\\
&+c_1^*\,[W(\tfrac{3b}2)d_{-1}+W(\tfrac b2)d_0].
\end{align}
A code works with labels and forms $Q=q+G_{\rm out}-G_{\rm in}$. With the stored labels, the pair $(c_0,d_0)$ gives $Q=b/2+0-0=b/2$, whereas the true transfer is $-b/2$; every argument is too large by $b$. The cure is to relabel the stored waves relative to $k+q$: momentum $0$ is $(k+q)+G$ with $G=-b$, and in general $G_{\rm out}=G'-G_0$.

\subsection{Images and weights}

Put orbital A at $0$ and orbital B at $a/2$, the two sites being equivalent, and write $R$ in units of $a$. The grid delivers one number per class, even or odd $R$: $\tilde H_{mn}(0)$ and $\tilde H_{mn}(1)$. To evaluate $\sum_R e^{ikRa}H_{mn}(R)$ off the grid, each number must be given a position.

For the pair AA the odd class has two images at equal distance, $R=\pm1$. Three assignments are possible:
\begin{align}
\text{weights }\tfrac12,\tfrac12:&\quad H_{AA}(k)=\tilde H_{AA}(0)+\tilde H_{AA}(1)\cos ka,\\
\text{one image}:&\quad H_{AA}(k)=\tilde H_{AA}(0)+\tilde H_{AA}(1)\,e^{ika},\\
\text{weights }1,1:&\quad H_{AA}(k)=\tilde H_{AA}(0)+2\tilde H_{AA}(1)\cos ka .
\end{align}
At $ka=0,\pi$ the first two agree and reproduce the data. The second is complex elsewhere, which a diagonal element of a Hermitian matrix cannot be. The third is real but counts the odd class twice even on the grid.

For the pair AB the separation is $(R+\tfrac12)a$. The nearest even image is $R=0$ and the nearest odd image is $R=-1$, both at distance $a/2$. Inversion about A sends B in cell $R$ to B in cell $-R-1$, which exchanges the two classes, so $\tilde H_{AB}(0)=\tilde H_{AB}(1)\equiv-t$. Choosing images by the true separation gives the first line below; choosing them by $|R|$, as for AA, gives the second:
\begin{align}
H_{AB}(k)&=-t\,(1+e^{-ika}), & |H_{AB}|&=2t\,|\cos(ka/2)|,\\
H_{AB}(k)&=-t\,(1+\cos ka), & |H_{AB}|&=2t\cos^2(ka/2).
\end{align}
Both are exact on the grid. The first is the band of a chain of period $a/2$ folded once, with a linear crossing at $ka=\pi$. The second has moved half of a nearest-neighbour hopping to distance $3a/2$ and turns the crossing into a quadratic touching. Inversion about A demands $H_{AB}(-k)=e^{ika}H_{AB}(k)$; the first line obeys this, since $1+e^{ika}=e^{ika}(1+e^{-ika})$, and the second, being even in $k$, does not. The spectrum of the second is still even in $k$, because real $\tilde H$ gives $H(-k)=H(k)^*$. Time reversal restores only this evenness, not the other consequences of inversion. At $ka=\pi$ the inversion condition reads $H_{AB}=-H_{AB}$ and forces the crossing; the second line keeps that zero only because $ka=\pi$ is a grid point for $N=2$.

\section{Folding in general}

\subsection{The shift}

Write $\mathbf k$ and $\mathbf q$ as integer pairs over $N$. Their sum $s_j=i^k_j+i^q_j$ lies between $0$ and $2N-2$, and integer division gives
\begin{equation}
i'_j=s_j \bmod N,\qquad G_{0j}=\lfloor s_j/N\rfloor\in\{0,1\},\qquad \mathbf k+\mathbf q=\mathbf k'+\mathbf G_0 .
\end{equation}
The plane-wave Hamiltonian is $H(\mathbf k)_{\mathbf G\mathbf G'}=\tfrac12|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+V(\mathbf G-\mathbf G')$. Replacing $\mathbf k$ by $\mathbf k'+\mathbf G_0$ changes the kinetic term to $\tfrac12|\mathbf k'+(\mathbf G+\mathbf G_0)|^2$, and $\mathbf G-\mathbf G'=(\mathbf G+\mathbf G_0)-(\mathbf G'+\mathbf G_0)$, so
\begin{equation}
H(\mathbf k'+\mathbf G_0)_{\mathbf G\mathbf G'}=H(\mathbf k')_{\mathbf G+\mathbf G_0,\mathbf G'+\mathbf G_0}.
\end{equation}
The cutoff condition depends on $\mathbf k'+\mathbf G_0+\mathbf G$ alone, so the sphere at $\mathbf k+\mathbf q$ is the stored sphere with each label $\mathbf G'$ renamed $\mathbf G'-\mathbf G_0$. The eigenvectors are the same up to phases and mixing within degenerate levels, and the periodic gauge removes that freedom by the choice
\begin{equation}
\psi_{m,\mathbf k+\mathbf q}=\psi_{m\mathbf k'},\qquad c_{m,\mathbf k+\mathbf q}(\mathbf G)=c_{m\mathbf k'}(\mathbf G+\mathbf G_0),\qquad U_{\mathbf k+\mathbf q}=U_{\mathbf k'} .
\label{eq:shift}
\end{equation}
The last relation is the reason to fold rather than to diagonalise again at $\mathbf k+\mathbf q$: $U_{\mathbf k'}$ belongs to the stored phases, and new eigenvectors would need a new $U$. For the cell-periodic parts $u_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\psi_{\mathbf k}$, Eq.~(\ref{eq:shift}) reads $u_{\mathbf k+\mathbf q}=e^{-i\mathbf G_0\cdot\mathbf r}u_{\mathbf k'}$.

\subsection{The matrix element}

The perturbation has Fourier components $dv(\mathbf G)$ at momenta $\mathbf q+\mathbf G$. For rigid wells, $V=\sum_{\mathbf R\kappa}v(\mathbf r-\mathbf R-\boldsymbol\tau_\kappa)$ with $v(\mathbf r)=\int\frac{d^2Q}{(2\pi)^2}\tilde v(\mathbf Q)e^{i\mathbf Q\cdot\mathbf r}$, the derivative with respect to $\tau_\alpha$ brings down $-iQ_\alpha$, and $\sum_{\mathbf R}e^{i(\mathbf q-\mathbf Q)\cdot\mathbf R}=\frac{(2\pi)^2}{A}\sum_{\mathbf G}\delta(\mathbf Q-\mathbf q-\mathbf G)$ does the integral:
\begin{equation}
\partial_{\mathbf q\kappa\alpha}V=\sum_{\mathbf G}dv(\mathbf G)e^{i(\mathbf q+\mathbf G)\cdot\mathbf r},\qquad
dv(\mathbf G)=-\frac{i(\mathbf q+\mathbf G)_\alpha}{A}\,\tilde v(\mathbf q+\mathbf G)\,e^{-i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_\kappa}.
\end{equation}
A self-consistent perturbation has other $dv(\mathbf G)$ but the same form. In Eq.~(\ref{eq:gdef}) the exponent is $-(\mathbf k+\mathbf q+\mathbf G_1)+(\mathbf q+\mathbf G)+(\mathbf k+\mathbf G_2)=\mathbf G+\mathbf G_2-\mathbf G_1$; the cell integral gives $A\,\delta_{\mathbf G,\mathbf G_1-\mathbf G_2}$ and cancels the two factors $A^{-1/2}$:
\begin{equation}
g_{mn}=\sum_{\mathbf G_1\mathbf G_2}c^*_{m\mathbf k'}(\mathbf G_1+\mathbf G_0)\,dv(\mathbf G_1-\mathbf G_2)\,c_{n\mathbf k}(\mathbf G_2)
=\sum_{\mathbf G'\mathbf G_2}c^*_{m\mathbf k'}(\mathbf G')\,dv(\mathbf G'-\mathbf G_0-\mathbf G_2)\,c_{n\mathbf k}(\mathbf G_2).
\label{eq:gpw}
\end{equation}

Without the shift the sum is the cell integral of $u^*_{m\mathbf k'}\,[e^{-i\mathbf q\cdot\mathbf r}\partial_{\mathbf q}V]\,u_{n\mathbf k}$. Restoring the Bloch factors gives $e^{i(\mathbf k'-\mathbf q-\mathbf k)\cdot\mathbf r}=e^{-i\mathbf G_0\cdot\mathbf r}$, so
\begin{equation}
g^{\rm unshifted}_{mn}=\langle\psi_{m\mathbf k'}|\,e^{-i\mathbf G_0\cdot\mathbf r}\,\partial_{\mathbf q}V\,|\psi_{n\mathbf k}\rangle .
\label{eq:noshift}
\end{equation}
A shift of the wrong sign uses $dv(\mathbf G'+\mathbf G_0-\mathbf G_2)$, which is off by $2\mathbf G_0$ and gives the element of $e^{-2i\mathbf G_0\cdot\mathbf r}\partial_{\mathbf q}V$. In Eq.~(\ref{eq:noshift}) both states and $\partial_{\mathbf q}V$ transform properly under a point operation $S$, but the extra factor would have to become $e^{-iS\mathbf G_0\cdot\mathbf r}$, while the vector computed for the rotated pair is again one of $0,\mathbf b_1,\mathbf b_2,\mathbf b_1+\mathbf b_2$. That set is not closed under the point group, so the unshifted elements lose the symmetry already on the grid.

\subsection{Numbers for a honeycomb model}

The model is a honeycomb of rigid Gaussian wells $v=-V_0e^{-r^2/2\sigma^2}$, $\tilde v(\mathbf Q)=-2\pi\sigma^2V_0e^{-Q^2\sigma^2/2}$, with round parameters $a=5$ bohr, $V_0=3$ Ha, $\sigma=1$ bohr, $E_{\rm cut}=25$ Ha (85 plane waves at $\Gamma$) and $N=4$. The axes are $\mathbf a_1=a(1,0)$, $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}2)$, the origin is a hexagon centre, $\boldsymbol\tau_A=(\mathbf a_1+\mathbf a_2)/3$ and $\boldsymbol\tau_B=2\boldsymbol\tau_A$; $A=21.65$ bohr$^2$ and the bond length is $d=a/\sqrt3=2.887$ bohr. The lowest two bands form the group; at $\Gamma$ they lie at $-2.097$ and $-1.514$ Ha, and the smallest direct gap to the third band on an $8\times8$ grid is $0.537$ Ha, at $\Gamma$. The program and its output follow the text.

Along one axis, $10$ of the $16$ pairs $(i^k,i^q)$ have $s<4$ (for $i^k=0,1,2,3$ there are $4,3,2,1$ choices), so $10^2=100$ of the $256$ pairs need no shift and $156$ do. For $\mathbf k=(3,2)/4$ and $\mathbf q=(2,3)/4$ the sum is $(5,5)/4$, so $\mathbf k'=(1,1)/4$ and $\mathbf G_0=(1,1)$. A gauge-independent measure is $F_g=\sum_{mn\kappa\alpha}|g_{mn\kappa\alpha}|^2$. Real-space quadrature of Eq.~(\ref{eq:gdef}) with the full Bloch functions, which needs no labels, gives $|g_{11,Ax}|=0.3184$ Ha/bohr and $F_g=0.8227$ Ha$^2$/bohr$^2$, and Eq.~(\ref{eq:gpw}) gives the same. Without the shift the values are $0.2987$ and $1.2872$, the latter $56\%$ above the true $F_g$; with the wrong sign they are $0.1362$ and $0.6551$, the latter $20\%$ below. The program tests Eqs.~(\ref{eq:gpw}) and (\ref{eq:noshift}) against quadrature, and tests for all $256$ pairs that the relabelled sphere and vectors solve the problem at the unfolded $\mathbf k+\mathbf q$. Under a $120^\circ$ rotation of both wavevectors, which sends $\mathbf b_1+\mathbf b_2$ to $-\mathbf b_1$, $F_g$ on the grid is unchanged to rounding with the shift and changes by up to $0.624$ Ha$^2$/bohr$^2$ without it.

\section{What the grid determines}

\subsection{A periodic and symmetric gauge}

Let $t_n(\mathbf r)$ be a trial orbital at $\boldsymbol\tau_n$, $t_{n\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}t_n(\mathbf r-\mathbf R)$ its Bloch sum, and $M_{mn}=\langle\psi_{m\mathbf k}|t_{n\mathbf k}\rangle$, assumed nonsingular at every $\mathbf k$. The projection gauge is $U=M(M^\dagger M)^{-1/2}$. If the band states are mixed by a unitary $X$, $\psi\to\psi X$, then $M\to X^\dagger M$, $M^\dagger M$ is unchanged, $U\to X^\dagger U$, and $\psi^W=\psi U$ is unchanged. So $\psi^W_{\mathbf k}$ depends only on the band subspace and on $t_{n\mathbf k}$, and both are periodic in $\mathbf k$. The program uses this as a test: the folded $U^\dagger_{\mathbf k'}gU_{\mathbf k}$ equals the element built from fresh states and a fresh projection at $\mathbf k+\mathbf q$. If instead the trials are mixed by a unitary $Y$, then $M\to MY$, $(Y^\dagger M^\dagger MY)^{-1/2}=Y^\dagger(M^\dagger M)^{-1/2}Y$, and $U\to UY$: the Wannier-gauge states transform as the trials do.

Let $\hat O$ be a space-group operation $\mathbf r\to S\mathbf r+\mathbf f$ that maps the grid onto itself, and define
\begin{equation}
S\boldsymbol\tau_n+\mathbf f=\boldsymbol\tau_{n'}+\mathbf L_n ,
\label{eq:L}
\end{equation}
with $\mathbf L_n$ a lattice vector. For one isotropic trial per centre (Gaussians of width $1$ bohr in the model), $\hat O$ carries the trial $n$ of cell $\mathbf R$ to the trial $n'$ of cell $S\mathbf R+\mathbf L_n$. Since $\hat O$ also carries the band subspace at $\mathbf k$ to the one at $S\mathbf k$, the last result gives $\hat Ow_{n\mathbf R}=w_{n',S\mathbf R+\mathbf L_n}$. With several orbitals on a centre a rotation matrix among them appears; they share one $\boldsymbol\tau$, so the arguments below hold with that matrix included in the unitary.

This part has established how to fold $\mathbf k+\mathbf q$ back to the stored grid with the shift $\mathbf G_0$, and a periodic gauge in which symmetry operations carry Wannier functions into one another. It remains to decide which lattice vectors should carry the grid data, and to follow the consequences for the bands and the electron-phonon element.
